# How a four-electron repulsion turns bonding at a metal

## What goes wrong with a fixed electron count

Bring a filled adsorbate orbital up to a filled surface orbital and count electrons as in a molecule. Two go into the bonding combination and two into the antibonding one, and the result is a repulsion. For the parameters used below, at an overlap of 0.25, this count gives an overlap population of $-0.27$ electrons and an energy cost of 1.90 eV. With the same two orbitals weakly attached to a metal chain, the overlap population is $+0.37$ and the energy cost is zero to two decimals. The orbitals have hardly changed. What fails is the assumption that four electrons must stay in them.

I start with the isolated pair, then let it exchange electrons with a reservoir, and finally replace the reservoir by an explicit chain. Everything is in the one-electron extended-Hückel model. The algebra contains no dimensional constants, and energies are in eV.

## The isolated pair

Let $a$ be the adsorbate orbital and $b$ the surface orbital, with energies $\varepsilon_a,\varepsilon_b$ and overlap $0<S<1$. Approach to the surface means increasing $S$. With $\bar\varepsilon=(\varepsilon_a+\varepsilon_b)/2<0$, the extended-Hückel rule is

$$H_{ab}=KS\bar\varepsilon=S\kappa,\qquad \kappa=K\bar\varepsilon,\quad K>1 .$$

A level $\psi_i=c_{ai}a+c_{bi}b$ is normalized by $c_{ai}^2+c_{bi}^2+2c_{ai}c_{bi}S=1$. The last term is the charge shared between the orbitals. With occupations $n_i$, the overlap population is therefore

$$\mathrm{OP}=\sum_i n_i p_i,\qquad p_i=2Sc_{ai}c_{bi}.$$

Positive OP is called bonding. The first row of $(H-E\mathcal S)c=0$, where $\mathcal S$ is the overlap matrix, and the vanishing determinant read

$$(\varepsilon_a-E)c_a=S(E-\kappa)c_b,\qquad
(\varepsilon_a-E)(\varepsilon_b-E)=S^2(\kappa-E)^2. \tag{1}$$

**Signs.** Assume that $\kappa$ lies below both $\varepsilon_a$ and $\varepsilon_b$. At $E=\kappa$ the matrix $H-\kappa\mathcal S$ is diagonal with positive entries $\varepsilon_a-\kappa$ and $\varepsilon_b-\kappa$. For a normalized level, $c^T(H-\kappa\mathcal S)c=E_i-\kappa$, so both levels lie above $\kappa$.

Next, consider $f(E)=(\varepsilon_a-E)(\varepsilon_b-E)-S^2(\kappa-E)^2$. Its leading coefficient is $1-S^2>0$, and it is negative at $E=\varepsilon_a$ and at $E=\varepsilon_b$. One root $E_-$ thus lies below both orbital energies and the other, $E_+$, above both. The first relation in (1) then gives $c_ac_b>0$ for $E_-$ and $c_ac_b<0$ for $E_+$: bonding below, antibonding above.

The assumption matters. For $\varepsilon_a=-20$ eV, $\varepsilon_b=-2$ eV and $K=1.75$, $\kappa=-19.25$ eV lies above $\varepsilon_a$. At $S=0.10$ the lower level then has a small negative overlap population, $-0.0008$ per electron.

**Four electrons.** Put the two coefficient vectors in the columns of $C$. Orthonormality, $C^T\mathcal SC=1$, implies $CC^T=\mathcal S^{-1}$. With two electrons per level the density matrix is $2\mathcal S^{-1}$, whose off-diagonal element is $-2S/(1-S^2)$. Hence

$$\mathrm{OP}_4=-\frac{4S^2}{1-S^2}. \tag{2}$$

The orbital energies have dropped out. For the energy,

$$E_-+E_+=\mathrm{Tr}(\mathcal S^{-1}H)
=\frac{\varepsilon_a+\varepsilon_b-2S\,(KS\bar\varepsilon)}{1-S^2}
=\frac{2\bar\varepsilon(1-KS^2)}{1-S^2}.$$

Doubling this and subtracting the separated value $4\bar\varepsilon$,

$$\Delta E_4=4\bar\varepsilon\,\frac{(1-KS^2)-(1-S^2)}{1-S^2}
=\frac{4(K-1)|\bar\varepsilon|S^2}{1-S^2}>0. \tag{3}$$

*Limit: equal orbitals.* For $\varepsilon_a=\varepsilon_b=\varepsilon$ the levels are $\varepsilon(1\pm KS)/(1\pm S)$, with $p=\pm S/(1\pm S)$. Twice the sum of the two $p$ values is $-4S^2/(1-S^2)$, as in (2). The antibonding level loses more than the bonding level gains.

## A reservoir at the Fermi level

Now let electrons leave the pair for a large metal at $E_F$, with $E_F$ above both $\varepsilon_a$ and $\varepsilon_b$. I first take the contact to be so weak that the levels are not disturbed.

To see how a level moves, differentiate $(H-E\mathcal S)c=0$ with respect to $S$ and multiply by $c^T$ from the left. The term containing $dc/dS$ vanishes because $c^T(H-E\mathcal S)=0$. Since $dH_{ab}/dS=\kappa$ and $d\mathcal S_{ab}/dS=1$,

$$\frac{dE_i}{dS}=2c_{ai}c_{bi}(\kappa-E_i). \tag{4}$$

With $E_i>\kappa$, the bonding level falls and the antibonding level rises. The latter meets $E_F$ once. Setting $E=E_F$ in (1),

$$S_c=\frac{\sqrt{(E_F-\varepsilon_a)(E_F-\varepsilon_b)}}{E_F-\kappa}. \tag{5}$$

Both factors under the root are smaller than $E_F-\kappa$, so $S_c<1$.

For $S>S_c$ the upper level is empty and its two electrons sit at $E_F$:

$$\mathrm{OP}=2p_->0,\qquad
\Delta E=2(E_-+E_F-\varepsilon_a-\varepsilon_b). \tag{6}$$

The overlap population jumps at $S_c$, because $2p_+$ is removed from it. The energy does not jump, because the transferred electrons have energy $E_F$ on both sides. Its slope does: it is positive before the crossing by (3), and equals $2\,dE_-/dS<0$ afterwards. The energy has a cusped maximum at $S_c$.

So a positive overlap population does not yet mean a negative interaction energy. For that, $E_-$ must fall below $\varepsilon_a+\varepsilon_b-E_F$. At this value $\varepsilon_a-E_-=E_F-\varepsilon_b$ and $\varepsilon_b-E_-=E_F-\varepsilon_a$, while $E_--\kappa=(2-K)\bar\varepsilon-E_F$. Equation (1) gives

$$S_0=\frac{\sqrt{(E_F-\varepsilon_a)(E_F-\varepsilon_b)}}{(2-K)\bar\varepsilon-E_F}. \tag{7}$$

This requires a positive denominator and $S_0<1$; otherwise no net attraction is reached. The denominator in (5) exceeds that in (7) by $2(E_F-\bar\varepsilon)>0$, so $S_0>S_c$.

*Limits.* If $E_F$ approaches the higher of the two orbital energies, $S_c\to0$ and the repulsive range disappears. For equal orbitals, (5) becomes $(E_F-\varepsilon)/(E_F-K\varepsilon)$, which also follows from $\varepsilon(1-KS)/(1-S)=E_F$.

*Numbers.* Take $\varepsilon_a=-10$, $\varepsilon_b=-9$, $E_F=-8$ eV and $K=1.75$, round model values. Then $\kappa=-16.625$ eV and

$$S_c=\frac{\sqrt{2\times1}}{8.625}=0.164,\qquad S_0=\frac{\sqrt{2\times1}}{5.625}=0.251.$$

At $S_c$, $p_-=0.128$ and $p_+=-0.183$. The overlap population jumps from $-0.11$ to $0.26$, at an energy of 0.79 eV (76 kJ/mol) above the separated pair.

## The metal as an explicit chain

Replace the reservoir by sites $1,2,\dots$, each with an orbital of energy $\varepsilon_s$ and nearest-neighbour overlap $s<1/2$. The geometry is $a$–$b$–1–2–…, with overlap $t$ between $b$ and site 1. Direct overlap of $a$ with the chain is neglected. Bloch waves have

$$E(k)=\frac{\varepsilon_s+2\beta\cos k}{1+2s\cos k},\qquad \beta=Ks\varepsilon_s .$$

Since $dE/d\cos k=2s\varepsilon_s(K-1)/(1+2s\cos k)^2<0$, energy rises steadily from $k=0$ to $k=\pi$. With one electron per site, filling stops at $k=\pi/2$, so $E_F=\varepsilon_s$. For $\varepsilon_s=-8$ eV and $s=0.20$, the band runs from $-9.71$ to $-4.00$ eV.

**A finite chain first.** Let the number of sites $N$ be even and look for a level at $E_F$. The diagonal terms $\varepsilon_s-E_F$ vanish, and neighbours are connected by $v=\beta-E_Fs=-1.2$ eV. The last row says $vc_{N-1}=0$. The rows above it say $c_{j-1}+c_{j+1}=0$, so all odd-site amplitudes vanish, including $c_1$. The rows of $a$ and $b$ then do not feel the chain and reduce to the isolated-pair equations at $E=E_F$. They have a solution at $S=S_c$, for any $t$; row 1 fixes $c_2$, and the other even amplitudes follow. Diagonalization of chains with 6 and 40 sites, at two values of $t$, confirms a level at $E_F$ and one fewer level below it after the crossing.

**The semi-infinite chain.** Define $G(z)=(z\mathcal S-H)^{-1}$, so that $G_{ab}(z)=\sum_i c_{ai}c_{bi}/(z-E_i)$. Removing one site from the end of a semi-infinite chain leaves the same chain, and elimination of that remainder gives

$$g=\frac{1}{z-\varepsilon_s-u^2g},\qquad u=\beta-zs,$$

for the end-site element $g$, with the root $|ug|<1$ that decays into the chain. Eliminating the whole chain from the equation for $b$ replaces $\varepsilon_b$ by $\varepsilon_b+\Sigma$, where

$$\Sigma=w^2g,\qquad w=\tfrac12Kt(\varepsilon_b+\varepsilon_s)-zt.$$

Inverting the remaining two-by-two matrix,

$$G_{ab}=\frac{S(\kappa-z)}{D},\qquad
D=(z-\varepsilon_a)(z-\varepsilon_b-\Sigma)-S^2(\kappa-z)^2. \tag{8}$$

To select occupied levels, use

$$\frac1\pi\int_0^\infty\mathrm{Re}\,\frac{dy}{E_F+iy-E_i}
=\frac1\pi\int_0^\infty\frac{(E_F-E_i)\,dy}{(E_F-E_i)^2+y^2}
=\pm\frac12,$$

with plus for $E_i<E_F$. Adding $\tfrac12$ gives one for occupied and zero for empty levels. Because $\sum_ic_{ai}c_{bi}=(\mathcal S^{-1})_{ab}$, where $\mathcal S$ now includes the chain, two electrons per level give

$$\mathrm{OP}=2S\left[(\mathcal S^{-1})_{ab}+\frac2\pi\int_0^\infty\mathrm{Re}\,G_{ab}(E_F+iy)\,dy\right]. \tag{9}$$

The same elimination in the overlap matrix gives $(\mathcal S^{-1})_{ab}=-S/(1-t^2q-S^2)$, with $q=1/(1-s^2q)$ on the root that tends to 1 as $s\to0$.

*Limit: $t\to0$.* Then $\Sigma\to0$, the poles of $G_{ab}$ are those of the pair, and (9) returns (2) before the crossing and (6) after it.

## How many electrons leave

At $z=E_F+i0$ the equation for $g$ reduces to $v^2g^2=-1$. The root with negative imaginary part is $g=-i/|v|$, so

$$\Sigma=-i\Gamma,\qquad\Gamma=w^2/|v| .$$

Here $w=0.04(-14.875+8)=-0.275$ eV and $\Gamma=0.063$ eV for $t=0.04$. Therefore

$$D(E_F)=(E_F-\varepsilon_a)(E_F-\varepsilon_b)-S^2(E_F-\kappa)^2+i(E_F-\varepsilon_a)\Gamma. \tag{10}$$

Up to a positive constant, $D$ is the determinant of $z\mathcal S-H$ for the whole system divided by that of the bare chain. A factor $z-E_i$ at $E_F+i0$ has phase $0$ if $E_i<E_F$ and $\pi$ if $E_i>E_F$. Thus $\arg D/\pi$ counts the levels added above $E_F$. Two levels are added in all, so the electrons added below $E_F$ number

$$\Delta N=4-\frac2\pi\arg D(E_F). \tag{11}$$

The imaginary part in (10) is positive, so the phase stays between $0$ and $\pi$. At $S_c$ the real part vanishes, the phase is $\pi/2$, and $\Delta N=3$ whatever the value of $t$. At $S=0.20$ the real part is $2-0.04\times74.4=-0.98$ and the imaginary part $0.126$ in eV², which gives $\Delta N=2.08$. Nearly two electrons have gone into the metal.

| $S$ | OP, four electrons | OP, chain | $\Delta N$ | chain energy change / eV |
|---|---|---|---|---|
| 0.10 | −0.040 | −0.037 | 3.94 | 0.28 |
| 0.15 | −0.092 | −0.057 | 3.77 | 0.60 |
| 0.164 | −0.111 | 0.071 | 3.00 | 0.67 |
| 0.20 | −0.167 | 0.294 | 2.08 | 0.43 |
| 0.30 | −0.396 | 0.441 | 2.02 | −0.40 |

The energies come from an 800-site chain with a thermal smearing of 0.006 eV, at fixed $E_F$ and measured from $S=0$. On the same chain, direct diagonalization reproduces (9) within 0.003 electrons. Keeping the electron number fixed instead of $E_F$ changes the energies by less than 0.03 eV.

## Where the sign changes

On the chain the jump becomes a smooth rise, and OP vanishes at $S=0.1603$, slightly before $S_c$. This shift can be estimated. To first order, adding $\Sigma$ to the energy of $b$ moves the antibonding level by $c_b^2\Sigma=-ic_b^2\Gamma$. It becomes a resonance of half-width $\gamma=0.789\times0.063=0.050$ eV. If a fraction $f$ of it is filled, then

$$\mathrm{OP}\simeq2p_-+2fp_+,\qquad
f\simeq\frac12+\frac1\pi\arctan\frac{E_F-E_+}{\gamma}.$$

At $S_c$, $f=\tfrac12$ gives $0.255-0.183=0.072$, against 0.071 from (9). The zero needs $f=0.128/0.183=0.70$, hence $E_F-E_+\simeq0.7\gamma\simeq0.036$ eV. By (4), $E_+$ rises at $(0.183/0.164)\times8.625=9.6$ eV per unit overlap, so the zero lies about 0.004 below $S_c$, as found. Since $\gamma\propto t^2$, halving $t$ should reduce the shift about fourfold; the computed zero moves to 0.1630.

The energy responds a little later. At fixed $E_F$, a level that crosses contributes no jump to $2\sum_{\rm occ}(E_i-E_F)$, and (4), which holds for the whole chain as well, gives

$$\frac{d\,\Delta E}{dS}=-\frac1S\sum_i n_ip_i(E_i-\kappa). \tag{12}$$

This is an overlap population weighted by energy, and the antibonding level has the larger weight. At $S_c$ the pair values in eV are $2\times0.128\times6.02=1.54$ for the bonding level and $-0.183\times8.625=-1.58$ for the half-filled antibonding one. The slope is still slightly positive there: 0.18 eV per unit overlap on the chain. It is $-8.4$ eV at $S=0.20$, so the energy maximum lies between these two overlaps.

## Is emptying the cause?

At $S=0.25$ the isolated antibonding level is at $-7.06$ eV, above $E_F$, and OP on the chain is $0.374$. Leave every matrix element unchanged and raise the chemical potential to $-6$ eV, which refills that level. OP becomes $-0.262$, close to the four-electron value $-0.267$. The orbitals are the same, so the change of sign is due to the filling.

The second control is another metal, with $\varepsilon_s=E_F=-6$ eV. Equation (5) now gives $S_c=\sqrt{4\times3}/10.625=0.326$, so at $S=0.25$ the crossing has not been reached. OP is $-0.258$. At the same overlap, the same adsorbate and surface orbital have a negative overlap population at this metal and a positive one at the other.

## Where the argument stops

The switch has a half-width in overlap of about $\gamma/(dE_+/dS)$, here $0.050/9.6\approx0.005$: $\Delta N$ falls from 3.5 to 2.5 over a range of 0.010. It is sharp when this range is small compared with $S_c$. For strong coupling to the chain, $\Delta N=3$ still marks $S_c$ in this half-filled model, but the estimate based on one narrow resonance no longer applies, and the change of sign itself can disappear. The value $t=0.04$ is five times smaller than the metal overlap $s$. For $t=0.12$ the zero of OP moves down to about 0.13 and the energy maximum falls to 0.33 eV. For $t=s=0.20$, as for a surface atom bound like a bulk atom, $b$ is no longer full even at $S=0$ ($\Delta N=3.36$), OP is positive at all overlaps from 0.005 to 0.40, and the energy maximum is only about 0.14 eV. The range of negative OP therefore belongs to a surface orbital that is weakly coupled to the rest of the metal.

For $t=0.04$, almost two electrons move from the pair into the metal. Electron repulsion and charge self-consistency, both absent here, would shift $\varepsilon_a$ and $\varepsilon_b$ in response. The energies also contain no separate core repulsion. The overlap at which attraction begins is therefore a property of this model, not a prediction for a given surface. Within the model, for $\kappa$ below both orbital energies and a narrow resonance, the sign of the overlap population follows from the filling of the antibonding level: negative when it is full, positive when it is empty, with the zero at a filling of about 0.70 for these parameters. The remaining values are in the numerical output.

## Table of computed values

```
e_a, e_b, e_s = -10.0, -9.0, -8.0 eV; K = 1.75
metal overlap s = 0.20; link overlap t = 0.04
mean energy = -9.50 eV; K*mean = -16.625 eV
metal beta = -2.80 eV; E_F = -8.00 eV
band edges = -9.714, -4.000 eV
crossing overlap S_c = 0.1640
zero-energy overlap S_0 = 0.2514
pair energy maximum at S_c = 0.787 eV = 76.0 kJ/mol
at S_c, OP per electron: lower 0.1276, upper -0.1829
at S_c, pair OP: filled -0.1105, emptied 0.2552
width of b: Gamma = 0.0630 eV
at S_c, upper level: c_b^2 = 0.7886, half-width = 0.0497 eV
spectral height at +-half-width / peak = 0.511
Isolated pair (energies in eV, OP in electrons)
S       E_lower   E_upper   OP_4e    OP_emptied  dE_4e   dE_reservoir
0.0500   -10.097    -8.867  -0.0100   0.0532    0.071    0.071
0.1000   -10.306    -8.550  -0.0404   0.1454    0.288    0.288
0.1500   -10.541    -8.131  -0.0921   0.2325    0.656    0.656
0.1640   -10.606    -8.000  -0.1105   0.2552    0.787    0.787
0.2000   -10.773    -7.633  -0.1667   0.3107    1.188    0.454
0.2500   -10.994    -7.056  -0.2667   0.3813    1.900    0.012
0.3000   -11.202    -6.389  -0.3956   0.4457    2.819   -0.404
Chain (OP and added charge in electrons; energy and slope in eV)
S       OP       added electrons  energy change  slope dE/dS
0.0500  -0.0094    3.956     0.07     2.76
0.1000  -0.0367    3.936     0.28     5.48
0.1500  -0.0574    3.765     0.60     6.89
0.1640   0.0713    3.000     0.67     0.18
0.2000   0.2938    2.082     0.43    -8.39
0.2500   0.3744    2.030     0.00    -8.36
0.3000   0.4414    2.017    -0.40    -7.94
OP zero on chain: S = 0.1603 for t = 0.04
OP zero on chain: S = 0.1630 for t = 0.02
control S = 0.25: OP at E_F = 0.3744
control: chemical potential -6.0 eV, OP = -0.2620
control: metal with E_F = -6.0 eV, OP = -0.2584
sign-rule failure: e_a, e_b = -20.0, -2.0 eV, S = 0.10, lower OP = -0.00083
```
